\section*{Does a Zeeman Triplet Identify a Singlet Transition?}

\section{The argument under review}

The argument concerns a line of neutral iron (Fe I) near $0.53\ \mu$m, emitted in a static magnetic field and observed at right angles to it. Three components are resolved. The middle one is unshifted and polarized along the field; the outer two are polarized across the field and displaced by 12.60 GHz to either side. The author reasons in three steps:
\begin{enumerate}
\item A transition between singlet levels splits into three components.
\item This line splits into three components, so it is a singlet transition.
\item A singlet transition has the spacing $\mu_B B/h$, so the field is $0.900$ T.
\end{enumerate}
The displacement and the field are constructed for this discussion and are not measurements. The first step is correct. The second reverses it, and the third depends on the second. The question is therefore which pairs of levels produce a triplet.

\section{What has to be decided}

The word triplet needs a definition that includes polarization. Let $M_u$ and $M_l$ be the magnetic quantum numbers of the upper and lower states, and let $q=M_u-M_l$. Components with $q=0$ are called $\pi$, those with $q=\pm1$ are called $\sigma$. A Lorentz triplet has all its $\pi$ intensity at zero shift, all its $q=+1$ intensity at one shift $s\neq0$, and all its $q=-1$ intensity at $-s$.

I assume an electric-dipole line, no nuclear spin, resolved components, and a field so weak that the shifts are linear in $B$ and small compared with the fine structure. Each level then has a definite total angular momentum $J$. The dipole operator is a vector, so $J$ changes by at most one, and $J=0$ to $J=0$ is forbidden.

\section{The level shifts}

With the field along $z$ and the electron spin factor $g_s$ taken positive, the magnetic energy is
\begin{equation}
H_Z=\frac{\mu_B B}{\hbar}(L_z+g_sS_z)
=\frac{\mu_B B}{\hbar}\left[J_z+(g_s-1)S_z\right],
\end{equation}
where $L_z=J_z-S_z$ was used. We need $S_z$ within one level, and later the dipole operator between two levels. Both are vector operators, so one argument serves for both.

Let $\mathbf V$ be a vector operator, $V_\pm=V_x\pm iV_y$ and $J_\pm=J_x\pm iJ_y$. From $[J_x,V_y]=i\hbar V_z$ and $[J_y,V_x]=-i\hbar V_z$ it follows that
\begin{equation}
[J_+,V_+]=0,\qquad [J_-,V_+]=-2\hbar V_z .
\label{comm}
\end{equation}
Likewise $[J_z,V_x]=i\hbar V_y$ and $[J_z,V_y]=-i\hbar V_x$ give $[J_z,V_+]=\hbar V_+$, so $V_+$ raises $M$ by one, as $J_+$ does. Take the first relation in Eq.~\eqref{comm} between states $M$ and $M+2$ of equal $J$, which may belong to the same level or to two different levels:
\begin{equation}
\langle M{+}2|J_+|M{+}1\rangle\langle M{+}1|V_+|M\rangle
=\langle M{+}2|V_+|M{+}1\rangle\langle M{+}1|J_+|M\rangle .
\end{equation}
The ratio of the elements of $V_+$ and $J_+$ is therefore the same number $c$ for every $M$. Since $\mathbf J$ itself obeys Eq.~\eqref{comm}, the second relation gives $V_z=cJ_z$. The same steps with $V_-$ give $V_-=cJ_-$, with the same $c$ because $V_z$ is shared. Thus, between states of equal $J>0$,
\begin{equation}
\mathbf V=c\,\mathbf J .
\label{proj}
\end{equation}

Now set $\mathbf V=\mathbf S$ within one level. Because $\mathbf J$ does not lead out of the level, $\mathbf S\cdot\mathbf J=c\,\mathbf J^2$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $\mathbf S\cdot\mathbf J=(\mathbf J^2+\mathbf S^2-\mathbf L^2)/2$. If $L$ and $S$ are good quantum numbers (LS coupling),
\begin{equation}
c=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)},
\end{equation}
and the shift of the state $M$ is
\begin{equation}
E_M=g\mu_BB M,\qquad g=1+(g_s-1)c .
\label{lande}
\end{equation}
A level with $J=0$ is unchanged by rotations, so the mean value of any vector component in it vanishes. It has no linear shift and needs no $g$ factor.

\section{When the line is a triplet}

The change of the photon energy is the upper shift minus the lower one. With $M_u=M_l+q$,
\begin{align}
\delta E&=\mu_BB(g_uM_u-g_lM_l)\nonumber\\
&=\mu_BB\left[q\,g_u+M_l(g_u-g_l)\right].
\label{shift}
\end{align}
The second term can spread the components of one polarization over several positions. There is no such spread in two cases.

\textit{Equal factors.} If $g_u=g_l=g$, all components with the same $q$ lie at $q\,g\mu_BB$, however many values of $M_l$ contribute.

\textit{One level with $J=0$.} The other level then has $J=1$. If the lower level has $J=0$, then $M_l=0$ and $\delta E=q\,g_u\mu_BB$. If the upper level has $J=0$, then $M_u=0$, $M_l=-q$, and the first line of Eq.~\eqref{shift} gives $\delta E=q\,g_l\mu_BB$. Each polarization has a single component.

In both cases the spacing is $|g|\mu_BB$. A negative $g$ exchanges the sides on which $q=+1$ and $q=-1$ appear; $g=0$ leaves the line unsplit.

To show that no other case exists, we must check that the spread components really have intensity. Let both $J$ be non-zero and $g_u\neq g_l$. For equal $J$, Eq.~\eqref{proj} applied to the dipole operator $\mathbf D$ gives $\langle M|D_z|M\rangle=c\hbar M$. The component $M=0$ is missing, but those with $M=\pm J$ are present.

For levels $J$ and $J+1$, write $a_M=\langle J{+}1,M{+}1|D_+|J,M\rangle$. The relation $[J_+,D_+]=0$ gives, for $M<J$,
\begin{equation}
\sqrt{(J-M)(J+M+3)}\;a_M=\sqrt{(J-M)(J+M+1)}\;a_{M+1},
\end{equation}
which is solved by $a_M=-a\sqrt{(J+M+1)(J+M+2)}$ with a constant $a$. The second relation in Eq.~\eqref{comm} then yields
\begin{align}
\langle J{+}1,M|D_z|J,M\rangle
&=-\tfrac12\Big[\sqrt{(J+1-M)(J+M+2)}\;a_M\nonumber\\
&\qquad-\sqrt{(J+M)(J-M+1)}\;a_{M-1}\Big]\nonumber\\
&=\frac a2\sqrt{(J+1)^2-M^2}\,\big[(J+M+2)-(J+M)\big]\nonumber\\
&=a\sqrt{(J+1)^2-M^2}.
\label{piamp}
\end{align}
This is non-zero for every $|M|\leq J$ if the line is allowed at all. Exchanging the upper and lower level only conjugates these elements.

So, with $J_<$ the smaller of the two $J$ values, the $\pi$ components $M=\pm J_<$ are always present. They lie at $\pm J_<(g_u-g_l)\mu_BB$, which are two different positions, and the pattern is not a Lorentz triplet. The $\sigma$ components required in the two triplet cases are also present: the elements of $J_+$ and $a_M$ do not vanish, and a half-turn about the $x$ axis gives the same result for $q=-1$.

The criterion is therefore this: a line is a Lorentz triplet if and only if both levels have $J>0$ and equal, non-zero $g$, or one level has $J=0$ and the $J=1$ level has $g\neq0$. The total spin does not appear in it.

The criterion was tested against diagonalization of spin--orbit coupling plus field for 234 ordered pairs of levels with equal spin $S\leq2$ and $L\leq3$, using $g_s=2$. Of these, 62 give a triplet, and 53 of the 62 are not singlet pairs. These numbers count combinations of quantum numbers and say nothing about how often such lines occur in spectra.

\section{Counterexamples to the second step}

For a singlet, $S=0$ and $J=L$, so Eq.~\eqref{lande} gives $g=1$ whenever $J>0$. Every allowed singlet line thus meets the criterion with spacing $\mu_BB$, which confirms the first step of the argument. The following lines, with $g_s=2$, meet it without being singlets.

\begin{itemize}
\item ${}^3P_1$--${}^3P_2$, between two terms of opposite parity: here $S=L$, so $c=1/2$ and $g=3/2$ for both levels. The spacing is $1.5\,\mu_BB$.
\item ${}^3P_0$--${}^3S_1$: one level has $J=0$, and the other is pure spin with $g=2$. The spacing is $2\,\mu_BB$.
\item ${}^5F_2$--${}^5F_2$, between two terms of opposite parity: $J(J+1)+S(S+1)-L(L+1)=6+6-12=0$, so $g=1$ for both levels. The spacing is $\mu_BB$.
\end{itemize}

The last case defeats a natural repair of the argument, which would be to demand three components with the normal spacing. Even that pattern does not establish a singlet. The reverse inference is sound: if the field is known and the spacing differs from $\mu_BB$, the line is not a pure singlet line.

For contrast, ${}^3S_1$--${}^3P_1$ has $g_l=2$ and $g_u=3/2$. Equation~\eqref{shift} places its $\pi$ components at $\pm0.5$ and its $\sigma$ components at $\pm1.5$ and $\pm2$, in units of $\mu_BB$. This is an anomalous pattern of six components.

\section{The iron line}

The iron line connects a lower level ${}^5D_0$ with an upper level ${}^7D_1$. Because one level has $J=0$, the line is a triplet provided the $J=1$ level has $g\neq0$; the spins enter only through the value of $g$. For the upper level, $L=2$, $S=3$, $J=1$, and
\begin{equation}
c=\frac{2+12-6}{4}=2,\qquad g=1+(2-1)\cdot2=3 .
\end{equation}

A factor as large as three may look odd for a level with one unit of angular momentum. In the state $M=1$ the mean projections satisfy $\langle S_z\rangle=c\hbar=2\hbar$ and $\langle L_z\rangle=\hbar-2\hbar=-\hbar$. The orbital part points against the total, but the spin part counts twice in the magnetic energy: $-1+2\cdot2=3$.

The third step of the argument can now be corrected. Let the field be $B=0.300$ T. The Lorentz shift is
\begin{equation}
\frac{\mu_BB}{h}=\frac{(9.27401\times10^{-24}\ \mathrm{J/T})(0.300\ \mathrm{T})}
{6.62607\times10^{-34}\ \mathrm{J\,s}}=4.199\ \mathrm{GHz},
\end{equation}
and the $\sigma$ components of the iron line are displaced by $3\times4.199\ \mathrm{GHz}=12.60$ GHz. This is the displacement quoted in the argument. Interpreted with $g=1$, it gives three times the field, $0.900$ T. The field is weak in the required sense: $\mu_BB$ corresponds to $0.14\ \mathrm{cm^{-1}}$, while the neighbouring fine-structure levels of both iron terms lie about $100\ \mathrm{cm^{-1}}$ away. The neglected quadratic shifts, roughly $(\mu_BB)^2$ divided by that interval, are of order $0.01$ GHz, so the last digit of 12.60 GHz and the symmetry of the pattern hold only to that size.

In wavelength, $\lambda=hc/E$ with $c$ now the speed of light, so to first order $\delta\lambda=-\lambda^2\delta E/(hc)$. A higher photon energy means a shorter wavelength. With $\lambda=525.02$ nm as the input value of the calculation, the size of the Lorentz shift is
\begin{align}
\frac{\lambda^2\mu_BB}{hc}
&=\frac{(525.02\times10^{-9}\ \mathrm m)^2(4.199\times10^{9}\ \mathrm{s^{-1}})}
{2.99792\times10^{8}\ \mathrm{m/s}}\nonumber\\
&=3.86\ \mathrm{pm}.
\end{align}
The iron components are displaced by three times this, 11.6 pm, and lie 23.2 pm apart. The small difference between air and vacuum wavelengths is neglected.

The data alone cannot correct the error, because the spacing fixes only the product $|g|B$. A singlet line with the same unshifted position in $0.900$ T and the iron line with $g=3$ in $0.300$ T give the same three positions. A second triplet from the same source, with known $g'$, separates the two factors: the field cancels in the ratio of the frequency spacings, which equals $|g|/|g'|$. Spacings in wavelength must first be divided by the square of the wavelength of their line.

\section{How firm is the factor three?}

The line joins a quintet to a septet. The electric-dipole operator acts on the electron positions and not on the spins, so in pure LS coupling the line would have no intensity. Spin--orbit coupling makes it possible by mixing levels of equal $J$ and parity but different $S$. This raises the question whether the mixing spoils the triplet.

It does not. The derivation of the pattern used only $J=0$ and $J=1$, which remain good quantum numbers in a weak field. What changes is $g$. As a model, let the upper level contain some ${}^5P_1$, coupled to ${}^7D_1$ by a matrix element $v$ and lying higher by $\Delta$. Write the lower mixed state as $\cos\theta\,|{}^7D_1\rangle-\sin\theta\,|{}^5P_1\rangle$ and the upper one as $\sin\theta\,|{}^7D_1\rangle+\cos\theta\,|{}^5P_1\rangle$. The energy operator must not connect them:
\begin{equation}
v\cos2\theta-\tfrac12\Delta\sin2\theta=0,
\qquad \tan2\theta=\frac{2v}{\Delta}.
\end{equation}
The ${}^5P_1$ share is therefore
\begin{equation}
p=\sin^2\theta=\frac{1-\cos2\theta}{2}
=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4v^2}}\right).
\end{equation}
The operators $L_z$ and $S_z$ change neither $L$ nor $S$, so there is no cross term in the magnetic energy. For ${}^5P_1$, Eq.~\eqref{lande} gives $g=1+(2+6-2)/4=2.5$, and
\begin{equation}
g_{\mathrm{mix}}=3(1-p)+2.5\,p=3-0.5\,p .
\end{equation}
For $v/\Delta=0.100$ the share is $p=0.971$ percent and $g_{\mathrm{mix}}=2.995$. If the lower level is pure ${}^5D_0$, the line has acquired intensity in proportion to $p$, and it is still a triplet. The ratio $v/\Delta$ is a chosen parameter, not a property calculated for iron. Nor is ${}^5P_1$ the only possible admixture. The levels ${}^5D_1$ and ${}^7F_1$ ($g=1.5$) and ${}^5F_1$ ($g=0$) can mix in as well, and for the same share they lower $g$ by $1.5\,p$ or $3\,p$ instead of $0.5\,p$. The triplet survives in every case.

A second correction comes from the electron itself. With $g_s=2.00232$ in place of 2, the pure ${}^7D_1$ level has $g=1+1.00232\times2=3.0046$. The factor three is thus the LS value for $g_s=2$; its departure from three in the real atom must be measured, or calculated for the actual levels.

\section{Where appearances can still mislead}

\textit{Coincident positions.} With $g_s=2$, the line ${}^5F_1$--${}^5D_1$ has $g_l=0$ and $g_u=1.5$; with $g_s=2.00232$ the coincidences below hold to within $0.005\,\mu_BB$. Equation~\eqref{shift} gives $\delta E=1.5\,(q+M_l)\mu_BB=1.5\,M_u\mu_BB$, so the intensity lies at the three positions $-1.5$, $0$ and $+1.5$ in units of $\mu_BB$. Yet the $\pi$ components lie at the outer positions, which they share with $\sigma$ components, and the centre consists of $\sigma$ components only. Observation along the field makes the difference plain. A dipole oscillating along the field does not radiate in that direction, so a Lorentz triplet loses its middle line, whereas this pattern keeps it.

\textit{Limited resolution.} Suppose the six components of ${}^3S_1$--${}^3P_1$ are blurred, and light polarized along and across the field is recorded separately. By Eq.~\eqref{proj} the two $\sigma$ components on each side have equal strength, since the elements of $J_+$ for $J=1$ are equal. Their common centre lies at $1.75\,\mu_BB$, while the two $\pi$ components merge around zero. An apparent triplet results, although neither condition of the criterion holds. At $0.300$ T the two $\sigma$ components on one side are $0.5\times4.199\ \mathrm{GHz}=2.10$ GHz apart, and the two $\pi$ components are $4.199$ GHz apart; the apparent triplet arises only if the line width hides both separations. The polarizer is essential here: neighbouring $\pi$ and $\sigma$ components are also $4.199$ GHz apart, so in the total light the same blurring fills the gaps between the three groups.

\textit{Strong fields.} In the opposite limit, where the field energy far exceeds the spin--orbit coupling, neglect that coupling altogether, together with terms quadratic in $B$. The shifts are then $\mu_BB(M_L+g_sM_S)$. For a line between terms of equal $S$, the dipole operator leaves $M_S$ unchanged and changes $M_L$ by $q$, so
\begin{equation}
\delta E=q\,\mu_BB .
\end{equation}
In this approximation any such multiplet shows a triplet with normal spacing, whatever its spin. The neglected spin--orbit coupling can still split each component by an amount of its own order, which is small compared with the spacing. The criterion in terms of $J$ and $g$ does not apply there, and the inference to a singlet fails again.

\section{Recommendation}

The second step should be withdrawn. If the field is weak and the components are resolved, the observed pattern shows that the levels have equal $g$ factors or that one of them has $J=0$. The assignment ${}^5D_0$--${}^7D_1$ must come from other evidence, such as the multiplet to which the line belongs. A spacing measured in a known field can test this assignment but not establish it, because it gives only $|g|$: in LS coupling, a line ${}^7F_0$--${}^7D_1$ would have the same spacing. With the assignment ${}^5D_0$--${}^7D_1$ and the LS value $g=3$, the field in the third step becomes $0.300$ T. The main patterns and figures are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Level pairs tested (ordered lower, upper): 234
Pairs giving a Lorentz triplet: 62
Triplets from non-singlet pairs: 53
Non-singlet triplets with normal spacing: 5F2-5F2
Component shifts below are in units of mu_B B
1S0-1P1: pi [0.000]; sigma q=-1 [-1.000]; q=+1 [1.000]
3P1-3P2: pi [0.000]; sigma q=-1 [-1.500]; q=+1 [1.500]
3P0-3S1: pi [0.000]; sigma q=-1 [-2.000]; q=+1 [2.000]
5F2-5F2: pi [0.000]; sigma q=-1 [-1.000]; q=+1 [1.000]
3S1-3P1: pi [-0.500, 0.500]; sigma q=-1 [-2.000, -1.500]; q=+1 [1.500, 2.000]
5F1-5D1, three positions but no Lorentz triplet: pi [-1.500, 1.500]; q=-1 [-1.500, 0.000]; q=+1 [0.000, 1.500]
7D1 g factor, gs = 2: 3.0000
7D1, M = 1: mean Lz = -1.000 hbar, mean Sz = 2.000 hbar
Electron spin g factor: 2.00232
7D1 g factor with this gs: 3.0046
Mixing model: coupling / level separation = 0.100
Mixing model: 5P1 share of upper level = 0.971 percent
Mixing model: 5P1 g factor = 2.500
Mixing model: g of mixed level = 2.9951
Mixing model: three shifts = [-2.995, 0.000, 2.995] mu_B B
Iron line wavelength (input): 525.02 nm
Magnetic field (input): 0.300 T
Bohr magneton: 9.27401e-24 J/T
Planck constant: 6.62607e-34 J s
Speed of light: 2.99792e+08 m/s
Lorentz shift mu_B B/h: 4.199 GHz
Iron sigma shift, g = 3: 12.60 GHz
Lorentz wavelength shift: 3.86 pm
Iron sigma wavelength shift: 11.6 pm
Distance between iron sigma lines: 23.2 pm
Field inferred with the singlet value g = 1: 0.900 T
\end{verbatim}
